**Eddy loss of a thin round wire in a transverse alternating field**

The program tests $P_0=\pi\sigma\omega^2B^2a^4/8$, the mean loss per unit length of a nonmagnetic wire of radius $a$ and conductivity $\sigma$ in a field of peak value $B$ and angular frequency $\omega$, for $a$ far below the skin depth $\delta$. It solves the field equation by finite differences and asserts agreement with $P_0$ to one part in $10^5$ for three unlike wires with $a/\delta<0.05$. It also asserts agreement with the energy flow through the surface, from Bessel functions, at five sizes up to $a=4\delta$, and checks the leading correction $-(11/96)(a/\delta)^4$ to 1% of its coefficient. Quadrature confirms that the eddy loss and the ohmic loss of the wire's own current add at three relative phases. Further assertions cover the reaction field on the axis, a nonuniform applied field and insulated ends. For a 25 µm radius wire at 1 MHz and 10 mT, the output gives an eddy loss of 30.3 µW/mm beside an ohmic loss of 50.9 µW/mm. Finite $a/\delta$ changes the eddy loss by −0.17%, while operation 100 K hotter lowers it by about 29%.

## Verification by program

```python
"""
Eddy loss of a thin round wire in a transverse alternating magnetic field.
Result under test: P0 = pi*sigma*omega^2*B^2*a^4/8 (W/m) for a << delta.
a: radius, sigma: conductivity, omega: angular frequency, B: PEAK field,
delta = sqrt(2/(omega*mu0*sigma)): skin depth. The wire is nonmagnetic.
The vector potential is A_z = f(r) sin(phi), with time factor exp(i omega t).
SI units are used internally.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.special import jv, jnp_zeros


def thin_loss(a, sigma, omega, B):
    return np.pi * sigma * omega**2 * B**2 * a**4 / 8


def skin_depth(sigma, omega):
    return np.sqrt(2 / (omega * mu_0 * sigma))


def field_solution(a, sigma, omega, B, n=1200):
    """Finite-difference solution of the diffusion equation; returns r, f, loss."""
    r = np.linspace(0, a, n + 1)
    h = a / n
    ri = r[1:]
    low = 1 / h**2 - 1 / (2 * h * ri)
    up = 1 / h**2 + 1 / (2 * h * ri)
    diag = -2 / h**2 - 1 / ri**2 - 1j * omega * mu_0 * sigma
    rhs = np.zeros(n, dtype=complex)
    # Surface condition f'(a) + f(a)/a = 2B, imposed through a ghost point.
    low[-1] += up[-1]
    diag[-1] -= up[-1] * 2 * h / a
    rhs[-1] = -up[-1] * 4 * h * B
    bands = np.zeros((3, n), dtype=complex)
    bands[0, 1:] = up[:-1]
    bands[1] = diag
    bands[2, :-1] = low[1:]
    f = np.concatenate(([0], solve_banded((1, 1), bands, rhs)))
    loss = 0.5 * sigma * omega**2 * np.pi * simpson(np.abs(f)**2 * r, x=r)
    return r, f, loss


def surface_flow_loss(a, sigma, omega, B):
    """Energy flow through the surface, from the Bessel-function solution."""
    x = a * np.sqrt(-1j * omega * mu_0 * sigma)
    return -np.pi * omega * a**2 * B**2 / mu_0 * (jv(2, x) / jv(0, x)).imag


# Example inputs
a = 25e-6
length = 2e-3
rho = 2e-8
sigma = 1 / rho
freq = 1e6
omega = 2 * np.pi * freq
source_current = 25.0
distance = 0.5e-3
own_current = 0.1
B = mu_0 * source_current / (2 * np.pi * distance)
delta = skin_depth(sigma, omega)
s = a / delta
P0 = thin_loss(a, sigma, omega, B)

# Thin-wire law against the field equation, for unlike wires
for aa, ss, ff, bb in [(25e-6, 5e7, 1e4, 0.01), (1e-4, 2e6, 1e2, 0.3),
                       (5e-6, 1e7, 1e5, 0.002)]:
    ww = 2 * np.pi * ff
    assert aa / skin_depth(ss, ww) < 0.05
    numeric = field_solution(aa, ss, ww, bb)[2]
    assert abs(numeric / thin_loss(aa, ss, ww, bb) - 1) < 1e-5

# Range of validity: local heating against surface energy flow
ratio_table = []
for size in (0.2, 0.5, 1.0, 2.0, 4.0):
    aa = size * delta
    numeric = field_solution(aa, sigma, omega, B)[2]
    assert abs(numeric / surface_flow_loss(aa, sigma, omega, B) - 1) < 2e-4
    ratio_table.append((size, numeric / thin_loss(aa, sigma, omega, B)))

# Leading correction coefficient; higher orders are below 1 % at a/delta = 0.3
aa = 0.3 * delta
deficit = 1 - field_solution(aa, sigma, omega, B)[2] / thin_loss(aa, sigma, omega, B)
coefficient = deficit / 0.3**4
assert abs(coefficient / (11 / 96) - 1) < 0.01

# Reaction field on the axis; the neglected terms are of order q^2
r, f, P_full = field_solution(a, sigma, omega, B)
axis_field = f[1] / r[1] / B
q = 2 * s**2
assert abs(axis_field.imag + q / 4) < 0.1 * q / 4
assert abs(axis_field.real - 1) < q**2 / 10

# Quadrature on the unit disc
nodes, weights = np.polynomial.legendre.leggauss(40)
rad = (nodes + 1) / 2
angle = 2 * np.pi * np.arange(64) / 64
R, PHI = np.meshgrid(rad, angle, indexing="ij")
W = (weights / 2 * rad)[:, None] * np.full(64, 2 * np.pi / 64)
Y = R * np.sin(PHI)
X = R * np.cos(PHI)

# Own current and eddy current: losses add at every relative phase
P_ohm = own_current**2 * rho / (2 * np.pi * a**2)
for phase in (0.0, 0.7, np.pi / 2):
    average = 0.0
    for wt in 2 * np.pi * np.arange(32) / 32:
        J = (own_current / (np.pi * a**2) * np.cos(wt + phase)
             + sigma * omega * B * a * Y * np.sin(wt))
        average += np.sum(W * J**2) * a**2 * rho / 32
    assert abs(average / (P_ohm + P0) - 1) < 1e-10

# Nonuniform field of a line current, relative to a uniform field
u = a / distance
potential = -0.5 * np.log((1 + u * Y)**2 + (u * X)**2) / u
potential -= np.sum(W * potential) / np.sum(W)
nonuniform = np.sum(W * potential**2) / np.sum(W * Y**2) - 1
assert abs(nonuniform / (u**2 / 6) - 1) < 0.02

# Insulated end: trial potential y*exp(-z/h), integrated over the volume (a = 1)
zn, zw = np.polynomial.legendre.leggauss(100)
z = 7.5 * (zn + 1)
zw = 7.5 * zw
area = np.sum(W)
second_moment = np.sum(W * Y**2)
h_values = np.linspace(0.3, 0.9, 61)
trial = []
for h in h_values:
    drive = second_moment * np.sum(zw * np.exp(-z / h)) / h
    norm = np.sum(zw * np.exp(-2 * z / h)) * (area + second_moment / h**2)
    trial.append(drive**2 / norm / second_moment)
best = int(np.argmax(trial))
assert abs(trial[best] - 0.5) < 1e-5 and abs(h_values[best] - 0.5) < 0.011
# Full mode sum for the same end, with no radial current at the side surface
k = jnp_zeros(1, 200)
mode_norm = np.pi / 2 * (1 - 1 / k**2) * jv(1, k)**2
overlap = np.pi * jv(2, k) / k
assert abs(np.sum(overlap**2 / mode_norm) / (np.pi / 4) - 1) < 1e-5
end_length = np.sum(overlap**2 / mode_norm / k) / (np.pi / 4)
assert trial[best] < end_length < 1.1 * trial[best]

# Frequency of equal eddy and ohmic loss, checked with the field equation
f_equal = freq * np.sqrt(P_ohm / P0)
P_equal = field_solution(a, sigma, 2 * np.pi * f_equal, B)[2]
assert abs(P_equal / P_ohm - 1) < 0.01

# Operation at a higher temperature
temp_rise = 100.0
temp_coefficient = 0.004
hot_factor = 1 + temp_coefficient * temp_rise
P_hot = field_solution(a, sigma / hot_factor, omega, B)[2]
assert abs(P_hot * hot_factor / P0 - 1) < 0.003
mean_free_path = 40e-9

print(f"wire radius a = {a*1e6:.1f} um")
print(f"wire length = {length*1e3:.1f} mm")
print(f"resistivity = {rho*1e8:.2f} uOhm cm")
print(f"conductivity sigma = {sigma:.3e} S/m")
print(f"frequency = {freq/1e6:.2f} MHz")
print(f"angular frequency omega = {omega:.4e} rad/s")
print(f"source current, peak = {source_current:.1f} A")
print(f"source distance = {distance*1e3:.2f} mm")
print(f"field B, peak = {B*1e3:.3f} mT")
print(f"skin depth delta = {delta*1e6:.2f} um")
print(f"a/delta = {s:.4f}")
print(f"q = 2(a/delta)^2 = {q:.4f}")
print(f"peak eddy electric field at surface = {omega*B*a:.4f} V/m")
print(f"peak eddy current density = {sigma*omega*B*a/1e6:.2f} A/mm^2")
print(f"thin-wire eddy loss P0 = {P0*1e3:.3f} uW/mm")
print(f"thin-wire eddy loss P0 = {P0:.5f} W/m")
print(f"eddy loss of whole wire = {P0*length*1e6:.2f} uW")
print(f"own current, peak = {own_current:.2f} A")
print(f"own current density, peak = {own_current/(np.pi*a**2)/1e6:.2f} A/mm^2")
print(f"ohmic loss of own current = {P_ohm*1e3:.3f} uW/mm")
print(f"eddy loss / ohmic loss = {P0/P_ohm:.4f}")
print(f"sum of both losses = {(P0+P_ohm)*1e3:.3f} uW/mm")
print(f"frequency of equal losses = {f_equal/1e6:.3f} MHz")
print(f"field-equation eddy loss = {P_full*1e3:.3f} uW/mm")
print(f"finite a/delta changes loss by {100*(P_full/P0-1):.3f} %")
print(f"(11/96)(a/delta)^4 = {100*11/96*s**4:.3f} %")
print(f"axis field / B, in phase = {axis_field.real:.5f}")
print(f"axis field / B, quadrature = {axis_field.imag:.5f}")
print(f"q/4 = {q/4:.5f}")
print(f"correction coefficient, numerical = {coefficient:.5f}")
print(f"correction coefficient, 11/96 = {11/96:.5f}")
for size, ratio in ratio_table:
    print(f"a/delta = {size:.1f}: P/P0 = {ratio:.5f}, "
          f"leading correction gives {1-11/96*size**4:.5f}")
print(f"nonuniform field adds {100*nonuniform:.4f} %")
print(f"(a/d)^2/6 = {100*u**2/6:.4f} %")
print(f"lost length per insulated end, trial = {trial[best]:.4f} a")
print(f"lost length per insulated end, mode sum = {end_length:.4f} a")
print(f"two insulated ends remove {100*2*end_length*a/length:.2f} % of loss")
print(f"mean free path, rough input = {mean_free_path*1e9:.0f} nm")
print(f"mean free path / radius = {100*mean_free_path/a:.2f} %")
print(f"temperature rise, input = {temp_rise:.0f} K")
print(f"resistivity coefficient, rough input = {100*temp_coefficient:.2f} %/K")
print(f"hot resistivity = {rho*hot_factor*1e8:.2f} uOhm cm")
print(f"hot eddy loss = {P_hot*1e3:.3f} uW/mm")
print(f"heating changes eddy loss by {100*(P_hot/P_full-1):.1f} %")
print(f"hot ohmic loss = {P_ohm*hot_factor*1e3:.3f} uW/mm")
print("all tests passed")
```

It prints:

```
wire radius a = 25.0 um
wire length = 2.0 mm
resistivity = 2.00 uOhm cm
conductivity sigma = 5.000e+07 S/m
frequency = 1.00 MHz
angular frequency omega = 6.2832e+06 rad/s
source current, peak = 25.0 A
source distance = 0.50 mm
field B, peak = 10.000 mT
skin depth delta = 71.18 um
a/delta = 0.3512
q = 2(a/delta)^2 = 0.2467
peak eddy electric field at surface = 1.5708 V/m
peak eddy current density = 78.54 A/mm^2
thin-wire eddy loss P0 = 30.280 uW/mm
thin-wire eddy loss P0 = 0.03028 W/m
eddy loss of whole wire = 60.56 uW
own current, peak = 0.10 A
own current density, peak = 50.93 A/mm^2
ohmic loss of own current = 50.930 uW/mm
eddy loss / ohmic loss = 0.5945
sum of both losses = 81.209 uW/mm
frequency of equal losses = 1.297 MHz
field-equation eddy loss = 30.227 uW/mm
finite a/delta changes loss by -0.174 %
(11/96)(a/delta)^4 = 0.174 %
axis field / B, in phase = 0.99715
axis field / B, quadrature = -0.06156
q/4 = 0.06169
correction coefficient, numerical = 0.11447
correction coefficient, 11/96 = 0.11458
a/delta = 0.2: P/P0 = 0.99982, leading correction gives 0.99982
a/delta = 0.5: P/P0 = 0.99289, leading correction gives 0.99284
a/delta = 1.0: P/P0 = 0.89764, leading correction gives 0.88542
a/delta = 2.0: P/P0 = 0.36931, leading correction gives -0.83333
a/delta = 4.0: P/P0 = 0.05442, leading correction gives -28.33333
nonuniform field adds 0.0417 %
(a/d)^2/6 = 0.0417 %
lost length per insulated end, trial = 0.5000 a
lost length per insulated end, mode sum = 0.5385 a
two insulated ends remove 1.35 % of loss
mean free path, rough input = 40 nm
mean free path / radius = 0.16 %
temperature rise, input = 100 K
resistivity coefficient, rough input = 0.40 %/K
hot resistivity = 2.80 uOhm cm
hot eddy loss = 21.609 uW/mm
heating changes eddy loss by -28.5 %
hot ohmic loss = 71.301 uW/mm
all tests passed
```
